# How a thick unstrained cap slows threading glide in a strained layer

Let a threading dislocation glide by unit length along a strained layer of thickness $h$. In linear elasticity the misfit work is linear both in the layer stress $\sigma_0$ and in the Burgers vector, while the energy of the misfit lines left behind is quadratic in the Burgers vector. With shear modulus $\mu$, Poisson ratio $\nu$, Burgers length $b$, core radius $r_0$ and cap thickness $H$, dimensions then require

$$G=\sigma_0bh\,g(H/h),\qquad W=\mu b^2\,w(h/r_0,H/h,\nu).$$

An unstrained cap supplies no misfit stress, so $g$ is a pure number. The cap can enter through $W$, and through the drag on whatever length of dislocation moves in it. These notes weigh the three contributions: work, line cost and drag.

The model is an isotropic half-space with equal moduli throughout, a flat free surface and no other dislocations. The algebra is classical and holds in any consistent units, atomic units included.

## Contribution 1: misfit work

Let $x$ lie in the (001) surface, $y$ point down and $z$ run along the misfit line. A 60-degree dislocation on a {111} plane has screw part $b_s=b/2$ and edge part $b_e=\sqrt3\,b/2$ lying in the glide plane. That plane makes an angle $\theta$ with the surface, where $c^2=\cos^2\theta=1/3$. Hence $b_x=b_ec=b/2$ and $b_y=b_e\sin\theta$.

For misfit strain $\epsilon$ the layer has $\sigma_{xx}=\sigma_{zz}=\sigma_0=2\mu\epsilon(1+\nu)/(1-\nu)$ in magnitude, and the other components vanish. The glide-plane normal has $n_x=\sin\theta$ and $n_z=0$, so the traction along the Burgers vector gives $\sigma_0b_x\sin\theta$ per unit area. Unit glide sweeps an area $h/\sin\theta$ of the layer. With $b$ signed to relieve the misfit,

$$G=\sigma_0b_xh=\tfrac12\sigma_0bh.$$

Sweeping the cap as well adds nothing.

## Contribution 2: line cost

**Field of one line.** Put a line at $(0,d)$. Let $r_1,r_2$ be the distances from it and from its mirror point $(0,-d)$, and let $L=\ln(r_1/r_2)$, $\Delta=y-d$, $m=y+d$. Take $\sigma_{xx}=\partial_y^2\chi$, $\sigma_{yy}=\partial_x^2\chi$, $\sigma_{xy}=-\partial_x\partial_y\chi$.

In an infinite body, an edge line with Burgers vector along $x$ has $\chi=-Db_x\Delta\ln r_1$. To fix $D$, use Hooke's law in plane strain:

$$2\mu\,\partial_xu_x=(1-\nu)(\sigma_{xx}+\sigma_{yy})-\partial_x^2\chi,\qquad \sigma_{xx}+\sigma_{yy}=-2Db_x\Delta/r_1^2.$$

Integration gives $2\mu u_x=2(1-\nu)Db_x\varphi-\partial_x\chi$, where $\varphi$ is the polar angle about the line. Likewise $2\mu u_y=-2(1-\nu)Db_x\ln r_1-\partial_y\chi$. The shear equation holds because $\partial_y\varphi=\partial_x\ln r_1$. One turn changes $u_x$ by $2\pi(1-\nu)Db_x/\mu$, which must equal $b_x$, so $D=\mu/[2\pi(1-\nu)]$. A quarter-turn gives $Db_yx\ln r_1$ for the $y$ part.

With the free surface,

$$\chi=D\left\{-b_x\left[\Delta L-\frac{2dym}{r_2^2}\right]+b_y\left[xL+\frac{2dxy}{r_2^2}\right]\right\}.$$

The added terms are linear functions times harmonic functions, hence biharmonic, and are regular in the body. At $y=0$, $L=0$ and $\partial_yL=-2d/(x^2+d^2)$. The derivatives of the $L$ terms and of the added terms then cancel, so $\chi=\partial_y\chi=0$ and the surface is traction-free. For the screw part, $u_z=b_s\varphi/2\pi$ plus its opposite image gives $\psi=-(\mu b_s/2\pi)L$, with $\sigma_{xz}=\partial_y\psi$ and $\sigma_{yz}=-\partial_x\psi$. It vanishes at the surface.

**Two like lines.** Create a second line at $(x,y)$ by a cut from the surface. With $\mathbf n\,ds=(dy,-dx)$, the force elements on the cut are $d(\partial_y\chi)$, $-d(\partial_x\chi)$ and $d\psi$. They integrate to endpoint values, since all three functions vanish at the surface. Thus

$$W_{12}=b_x\partial_y\chi-b_y\partial_x\chi+b_s\psi.$$

The overall sign is positive because nearly coincident like lines must cost energy.

Use $\partial_yL=\Delta/r_1^2-m/r_2^2$ and $\partial_xL=x/r_1^2-x/r_2^2$. The coefficient of $-Db_x^2$ is

$$L+\frac{\Delta^2}{r_1^2}-\frac{\Delta m+2d(2y+d)}{r_2^2}+\frac{4dym^2}{r_2^4}.$$

Here $\Delta m+2d(2y+d)=m^2+2dy$. Substituting $m^2=r_2^2-x^2$ in the last term turns the expression into

$$L+T+\frac{\Delta^2}{r_1^2}-\frac{m^2}{r_2^2},\qquad T=\frac{2dy}{r_2^2}-\frac{4dyx^2}{r_2^4}.$$

The coefficient of $-Db_y^2$ is $L+T+x^2/r_1^2-x^2/r_2^2$. In the cross term the $r_2^{-4}$ parts cancel and $-\Delta-m+2d=-2\Delta$, leaving $2Db_xb_yx\Delta(r_1^{-2}-r_2^{-2})$. The edge energy is therefore

$$-D\left\{b_e^2(L+T)+\frac{(b_x\Delta-b_yx)^2}{r_1^2}-\frac{b_x^2m^2+b_y^2x^2-2b_xb_yx\Delta}{r_2^2}\right\}.$$

Both lines lie on one glide plane, so $b_x\Delta=b_yx$. The second term vanishes, and the last numerator becomes $b_x^2(m^2-\Delta^2)=4b_x^2yd$. Define

$$S=b_s^2,\quad E=\frac{b_e^2}{1-\nu},\quad A=\frac{\mu(S+E)}{4\pi},\quad p=\frac{4yd}{r_2^2}.$$

Then

$$W_{12}=-\frac{\mu}{2\pi}\{(S+E)L+E(T-c^2p)\}.$$

**One line.** A line works against its own field, which grows from zero, so its energy is half of $W_{12}$. The cut along the glide plane stops at $r_1=r_0$, with the core energy absorbed into $r_0$. For $r_0\ll d$, $L=\ln(r_0/2d)$, $p=1$ and $T=1/2$, so

$$W_s(d)=A\left[\ln\frac{2d}{r_0}+\kappa\right],\qquad \kappa=\frac{E(c^2-1/2)}{S+E}.$$

The uncapped cost is $W_0=W_s(h)$. One line under a cap costs $W_1=W_s(H+h)$.

**Two opposite lines.** If the thread moves in the layer but not in the cap, the lines lie at depths $H$ and $H+h$, separated by $R=h/\sin\theta$. Their cost is $W_2=W_s(H)+W_s(H+h)-W_{12}$. Let

$$q=\frac{R^2}{r_2^2}=\frac{R^2}{(2H+h)^2+h^2\cot^2\theta}.$$

Since $r_2^2-r_1^2=4yd$ and $x=Rc$, we have $p=1-q$, $L=\frac12\ln q$ and $T=\frac12(1-q)(1-2c^2q)$. The logarithms combine as

$$\ln\frac{4H(H+h)}{r_0^2}+\ln q=\ln\frac{(1-q)r_2^2q}{r_0^2}=2\ln\frac R{r_0}+\ln(1-q).$$

The remaining terms are $\mu E/2\pi$ times

$$c^2-\tfrac12+T-c^2(1-q)=-\tfrac12q(1-2c^2q).$$

Therefore

$$W_2=A\left[2\ln\frac R{r_0}+\ln(1-q)\right]-\frac{\mu E}{4\pi}q(1-2c^2q).$$

As $H\to\infty$, $q\to0$ and $W_2\to2A\ln(R/r_0)$. The surface no longer matters, because the pair has no net Burgers vector. One line has no such protection: $W_1$ grows as $\ln H$.

## Contribution 3: drag, and the choice between one line and two

Let the layer and cap segments be at $z_1\ge z_2\ge0$. When they are far apart, the energy is

$$U=-Gz_1+W_1z_2+W_2(z_1-z_2).$$

The forces are $G-W_2$ on the layer segment and $W_2-W_1$ on the cap segment. Assume speed proportional to force per segment length, with the same mobility in both materials. Then, with a common factor $M$,

$$v_1=M\frac{G-W_2}{h},\qquad v_2=M\frac{W_2-W_1}{H}.$$

If $v_2\ge v_1$, the cap segment keeps up and one line is left. The total force $G-W_1$ then drags both segments at $v_t=M(G-W_1)/(h+H)$. Because $hv_1+Hv_2=M(G-W_1)$, $v_t$ is a weighted mean of $v_1$ and $v_2$. If $v_1>v_2$, the layer segment runs ahead, faster than $v_t$, and leaves lines at both interfaces. The leading speed is therefore

$$v=M\max\left[\frac{G-W_2}{h},\frac{G-W_1}{h+H},0\right].$$

Two lines are thus not compulsory. They form when leaving the cap segment behind is faster than dragging it along. Under a thick cap the moving length is $h$, as in the uncapped layer, and $G$ is unchanged, so

$$\frac{v}{v_{\rm uncapped}}=\frac{G-W_2}{G-W_0}=1-\frac{W_2-W_0}{G-W_0}.$$

In this limit the slowing comes wholly from line cost. The ratio tends to one for large $h$, since $G$ grows as $h$ and the costs as $\ln h$. It falls to zero where $G=W_2$.

## Weighing the contributions

Take $h=40$ nm, $\epsilon=0.010$, $\mu=65$ GPa, $\nu=0.22$, $b=0.384$ nm and $r_0=0.20$ nm. The stress is $2(65)(0.010)(1.22/0.78)=2.03$ GPa. With $1$ GPa $=6.24$ eV/nm³, $G=97.5$ eV/nm. Also $A=5.77$ eV/nm, $\kappa=-0.132$ and $R=49.0$ nm, so

$$W_0=5.77[\ln400-0.132]=33.8\ \text{eV/nm},$$
$$W_2(\infty)=2(5.77)\ln(49.0/0.20)=63.5\ \text{eV/nm}.$$

These are 3.38 and 6.35 eV/angstrom. The net force falls from 63.7 to 34.0 eV/nm, and the speed ratio is 0.53.

At finite $H$ the formulas give:

| $H$ (nm) | $W_1$ (eV/nm) | $W_2$ (eV/nm) | speed / uncapped |
|---:|---:|---:|---:|
| 10 | 35.1 | 57.3 | 0.78 |
| 40 | 37.8 | 61.8 | 0.56 |
| 400 | 47.6 | 63.4 | 0.53 |

Solving $v_1=v_2$ numerically puts separation at $H=26$ nm. At 10 nm the segments still move together. The force factor $(G-W_1)/(G-W_0)$ is 0.98 and the drag factor $h/(h+H)$ is 0.80, so drag does most of the slowing.

At 400 nm the weights are reversed. Moving together would give a ratio of 0.07. Separation raises it to 0.53, at the price of the second line. One line with the cap drag removed would give 0.78, since at this cap thickness one line still costs less than the pair.

The energies favour a different boundary. Setting $W_1=W_2$ for $H\gg R$ gives $H^*=R^2e^{-\kappa}/(2r_0)-h\approx6.8$ µm. Between 26 nm and $H^*$ the cap segment follows more slowly and removes the upper line behind the leader. At 400 nm its speed is 0.046 of the leader's. Above $H^*$ a cap segment with no misfit line behind it stays at rest: forward motion costs energy, and backward motion would create new upper line. If a lower line already lies behind it, as when the layer began to relax before capping, the segment can move backward, because the pair then costs less than the single line.

The conditions $G=W_0$ and $G=W_2(\infty)$, solved for $h$, give critical thicknesses of 10.8 and 23.5 nm. Layers between them allow glide when uncapped but not under an unlimited cap. A finite cap still permits joint motion while $G>W_1$, at a speed that falls as the cap thickens.

## The real case

The parameters are rough values for silicon-germanium with a little over one quarter germanium, buried in silicon. At exactly one quarter the misfit is nearer 0.0094, which alone lowers the thick-cap ratio from 0.53 to 0.49. For a glide barrier of $Q=2.2$ eV, close to that of pure silicon and taken as independent of stress, near $T=820$ K, a ratio of 0.53 equals the slowing from cooling by 16 K, found from $1/T'=1/T+(k_B/Q)\ln(1/0.534)$. The barrier in the alloy is lower, and $Q=2.0$ eV gives 18 K. Within this isotropic model with linear drag, the cap is a moderate brake.

The ratio is built from differences of comparable energies, so it is sensitive to the inputs. Core radii of 0.10 and 0.40 nm give 0.44 and 0.62. Silicon-germanium is a cubic crystal and is not elastically isotropic. As a trial, the inputs $c_{11}=166$ and $c_{12}=64$ GPa, chosen to be close to silicon, give a biaxial modulus $c_{11}+c_{12}-2c_{12}^2/c_{11}=181$ GPa, against 203 GPa here. Changing $G$ alone accordingly gives 0.44. Rough constants for the alloy itself, $c_{11}=156.5$, $c_{12}=60.0$ and $c_{44}=76.4$ GPa, lower the biaxial modulus to about 171 GPa and the anisotropic line-energy factor to 5.59 eV/nm. Scaling the work and all line energies to match gives 0.41, or 0.28 to 0.53 over the same range of core radii. With these constants throughout, the separation thickness moves from 26 to about 43 nm and the critical thicknesses to about 13 and 28 nm. The lines lie at interfaces with the stiffer silicon. Using silicon constants for the line energies and alloy constants for the work gives 0.36, or 0.21 to 0.49. Starting again from the isotropic ratio of 0.53, raising all line energies by 10 percent gives 0.46, and a speed quadratic in net force gives 0.29.

The drag law is also an assumption. Speed linear in force requires the work done by the stress in one kink step to be small against $k_BT=0.071$ eV. The net force divided by $R$ is the force per swept area. Multiplied by a step area of $\sqrt3\,b^2/2=0.128$ nm², it gives 0.17 eV uncapped and 0.09 eV under a thick cap. The linear law is therefore being used beyond its safe range. Stress can also lower the barrier to forming kinks, and does so more in the uncapped layer. Both effects would push the ratio below 0.53. A speed proportional to $\sinh(w/2k_BT)$, with $w$ the work per step, gives 0.46. A rough elastic estimate lowers the kink-pair barrier by 0.65 eV uncapped and 0.48 eV under a thick cap. That brings the ratio to about 0.13 if kinks collide and 0.04 if they do not. The critical kink separation is then only about $2b$, so these two values indicate scale only.
 If kinks cross a whole segment without meeting, mobility grows with segment length and speed follows the total force. At $H=10$ nm the forces are 40 eV/nm on the layer segment and 22 eV/nm on the cap segment. If kinks stop at the interface, the two separate already there. If kinks pass through it, the thread can move as one piece under the sum, 62 eV/nm. Either way the 26 nm boundary no longer holds. Where the layer segment moves alone under a thick cap, the ratio is unchanged, because the moving length is still $h$. Easier kink formation at the free surface of an uncapped layer, which would lower the ratio, is not included.

Within the original drag law, unequal mobility moves the boundary and changes the speed of joint motion. A barrier 0.10 eV higher in the cap multiplies its mobility by 0.24 at 820 K and lowers the separation thickness to about 4 nm, leaving the thick-cap ratio unchanged. The boundary is steep in this assumed gap: 0.15 eV gives about 1 nm, where the continuum line energies are only marginal. Existing misfit lines 1000 nm apart would relieve $b_x/(1000\ \text{nm}\times\epsilon)=1.9$ percent of the misfit on average. The loss of driving force on a given thread depends on where it runs between the lines. A dense array would matter more and invalidate the isolated-thread result.

Numerical values quoted here were computed with a short program.
